# Smoothed barrier peak and quantum transmission through a 1 nm barrier

## Problem

Electrons in a light-mass III-V channel meet a rectangular barrier of width \(L=1\) nm and height \(V_0=0.10\) eV. A classical Monte Carlo simulation replaces this barrier by its convolution with a normalized Gaussian of standard deviation \(s=0.5\) nm.

(a) By how much does smoothing lower the peak?

(b) At what energy does a classical particle begin to cross the smoothed barrier, and what is the exact quantum transmission of the original barrier at that energy?

(c) At 300 K, what fraction of the incident electron flux crosses in each description?

Take \(m=0.014\,m_0\), a rough value for InSb, whose light mass matters here. The barrier varies only along \(x\), and \(E\) denotes the energy of motion along \(x\). The three-dimensional leads are flat and equal, \(m\) is the same everywhere, and there is no scattering. Energies are measured from the lead band edge. "Exact" refers to this effective-mass model.

## A tempting solution

Centre the barrier at \(x=0\). Smoothing gives

\[
V_s(x)=\frac{V_0}{s\sqrt{2\pi}}\int_{-L/2}^{L/2}e^{-(y-x)^2/(2s^2)}\,dy .
\]

Substitute \(u=(y-x)/(\sqrt2\,s)\), so that \(dy=\sqrt2\,s\,du\):

\[
V_s(x)=\frac{V_0}{\sqrt\pi}\int_{(-L/2-x)/(\sqrt2 s)}^{(L/2-x)/(\sqrt2 s)}e^{-u^2}du
=\frac{V_0}{2}\left[\operatorname{erf}\frac{x+L/2}{\sqrt2\,s}-\operatorname{erf}\frac{x-L/2}{\sqrt2\,s}\right].
\]

The slope is

\[
V_s'(x)=\frac{V_0}{s\sqrt{2\pi}}\left[e^{-(x+L/2)^2/(2s^2)}-e^{-(x-L/2)^2/(2s^2)}\right].
\]

It is positive for \(x<0\) and negative for \(x>0\), so the peak is at the centre:

\[
E_c\equiv V_s(0)=V_0\operatorname{erf}\frac{L}{2\sqrt2\,s}
=V_0\operatorname{erf}\frac{1}{\sqrt2}=0.6827\,V_0=0.0683\ \text{eV}.
\]

The peak falls by 0.0317 eV, or 31.7% of \(V_0\). By energy conservation, a classical particle crosses if \(E>E_c\) and turns back if \(E<E_c\).

The tempting step comes next: "Smoothing has already put tunnelling into the potential, so electrons below 0.068 eV are blocked and those above it pass. At 300 K about 7% of the incident flux gets through."

## Where it fails

The convolution and the classical threshold are correct. The fault is to read that threshold as a property of the quantum electron.

By its definition, \(V_s(x)\) is the mean potential energy of a packet centred at \(x\) whose probability density is a Gaussian of standard deviation \(s\). Such a packet has a momentum spread of at least \(\hbar/(2s)\), hence a kinetic energy of at least

\[
\frac{\hbar^2}{8ms^2}=\frac{\hbar^2/(2m_0)}{4(m/m_0)s^2}
=\frac{0.0381}{4(0.014)(0.25)}\ \text{eV}\approx2.7\ \text{eV}.
\]

This is far above the barrier, and far outside the range where a parabolic band is credible. A packet of this size cannot represent an electron of energy 0.068 eV, whose wavelength is 39.7 nm. The threshold \(E_c\) also contains no mass when \(s\) is held fixed, whereas quantum transmission does.

## Right solution: the quantum transmission

For \(E<V_0\), define

\[
k=\frac{\sqrt{2mE}}{\hbar},\qquad \kappa=\frac{\sqrt{2m(V_0-E)}}{\hbar}.
\]

For this calculation place the barrier between \(0\) and \(L\); a shift of origin changes only phases. A wave of unit amplitude arrives from the left, and only an outgoing wave exists on the right. Let \(\tau=\psi(L)\), so \(\psi'(L)=ik\tau\). The barrier solution with this value and slope is

\[
\psi(x)=\tau\left[\cosh\kappa(L-x)-\frac{ik}{\kappa}\sinh\kappa(L-x)\right].
\]

Write \(c=\cosh\kappa L\) and \(h=\sinh\kappa L\). At the left edge,

\[
\psi(0)=\tau\left(c-\frac{ik}{\kappa}h\right),\qquad
\psi'(0)=\tau(ikc-\kappa h).
\]

In the left lead \(\psi=e^{ikx}+\rho e^{-ikx}\), where \(\rho\) is the reflected amplitude. The combination \(\tfrac12[\psi(0)+\psi'(0)/(ik)]\) removes \(\rho\) and leaves the incoming amplitude, 1. Since \(-\kappa/(ik)=i\kappa/k\),

\[
1=\tau\left[c+\frac i2\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)h\right].
\]

The leads are equal, so the flux ratio is \(T=|\tau|^2\). Using \(c^2=1+h^2\),

\[
\frac1T=1+h^2\left[1+\frac14\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)^2\right]
=1+\frac{(k^2+\kappa^2)^2}{4k^2\kappa^2}h^2 .
\]

Finally \(k^2+\kappa^2=2mV_0/\hbar^2\), which gives

\[
T(E)=\left[1+\frac{V_0^2\sinh^2(\kappa L)}{4E(V_0-E)}\right]^{-1}.
\]

Above the barrier \(\kappa=iq\), with \(q=\sqrt{2m(E-V_0)}/\hbar\). Then \(\sinh^2(\kappa L)=-\sin^2(qL)\), and the two minus signs cancel:

\[
T(E)=\left[1+\frac{V_0^2\sin^2(qL)}{4E(E-V_0)}\right]^{-1}.
\]

It helps to define \(b^2=2mV_0L^2/\hbar^2\) and \(z=\kappa L=b\sqrt{1-E/V_0}\). Below the barrier,

\[
\frac1T=1+\frac{b^2V_0}{4E}\left(\frac{\sinh z}{z}\right)^2 .
\]

As \(E\) rises, both \(1/E\) and \(\sinh z/z\) fall, so \(T\) rises smoothly. At \(E=V_0\) it equals \(1/(1+b^2/4)\). Above \(V_0\), \(\sin(qL)/(qL)\) replaces \(\sinh z/z\) and decreases until \(qL=\pi\), where \(T=1\). For the example mass this first resonance would lie near 27 eV, far outside the range of the effective-mass model, so it has no meaning for the real material. Nothing special happens at \(E_c\).

For the example,

\[
b^2=\frac{0.014\times0.10\times1^2}{0.0381}=0.0367,\qquad b=0.192.
\]

At \(E_c\), \(z=0.192\sqrt{0.3173}=0.108\), so \((\sinh z/z)^2=1.004\) and

\[
T(E_c)=\frac{1}{1+\dfrac{0.0367}{4(0.6827)}(1.004)}=0.987 .
\]

The electron is almost fully transmitted at the energy where the classical particle is only beginning to cross.

## Where the quantum curve actually rises

For \(b\ll1\) the factor \((\sinh z/z)^2\approx1+z^2/3\) is close to one below the barrier. Hence

\[
T\approx\frac{E}{E+E_d},\qquad
E_d=\frac{b^2V_0}{4}=\frac{mV_0^2L^2}{2\hbar^2}=0.00092\ \text{eV}.
\]

This predicts \(T=0.1,\ 0.5,\ 0.9\) at \(E_d/9\), \(E_d\) and \(9E_d\). The full formula gives 0.00010, 0.00093 and 0.0084 eV. Half transmission therefore lies about 73 times below the classical threshold.

The weak-barrier result depends on the product \(V_0L\), the barrier area. To see why, integrate the Schrödinger equation across a barrier so thin that \(\psi\) hardly changes. The slope jumps by \(g\psi\), with

\[
g=\frac{2m}{\hbar^2}\int V\,dx=\frac{2mV_0L}{\hbar^2}.
\]

If \(\tau\) is the value of \(\psi\) there, the slope is \(ik\tau\) on the right and \(ik\tau-g\tau\) on the left. The incoming amplitude is then \(\tau[1+ig/(2k)]\), so \(1/T=1+g^2/(4k^2)=1+E_d/E\).

Gaussian smoothing preserves this area, because every slice of the barrier is spread by a normalized function. Solving the wave equation numerically for the smoothed barrier at \(E_c\) gives \(T=0.987\) again. In this regime, smoothing does little harm to a quantum calculation; the large error enters when the smoothed peak is used as a classical gate.

## The thermal flux

For a nondegenerate lead, the flux in a velocity interval is proportional to \(v_xe^{-E/kT}dv_x\), where \(E=mv_x^2/2\) and \(kT\) is the thermal energy. Since \(dE=mv_xdv_x\), the transmitted fraction is

\[
F=\int_0^\infty T(E)e^{-E/kT}\frac{dE}{kT}.
\]

Transverse motion contributes a common factor that cancels. With \(kT=0.02585\) eV, the classical step gives

\[
F_{\rm cl}=e^{-E_c/kT}=e^{-0.0683/0.02585}=0.071 .
\]

For the quantum case put \(u=E/kT\) and \(y=E_d/kT=b^2V_0/(4kT)=0.0355\). Since \(u/(u+y)=1-y/(u+y)\),

\[
F_{\rm q}\approx1-y\int_0^\infty\frac{e^{-u}}{u+y}du
=1-ye^y\int_y^\infty\frac{e^{-v}}{v}dv=0.897,
\]

where \(v=u+y\). Integrating the full \(T(E)\) gives 0.896. The smoothed classical model thus underestimates the flux by a factor of 12.6. Without smoothing its fraction would be \(e^{-V_0/kT}=0.021\), so smoothing moves the result in the right direction but recovers little of the missing flux.

One can choose \(s\) to reproduce this one flux. The required peak is \(-kT\ln0.896=0.0028\) eV. For \(s\gg L\), \(\operatorname{erf}a\approx2a/\sqrt\pi\) gives a peak \(V_0L/(\sqrt{2\pi}\,s)\), hence \(s\approx14\) nm. This is a fit for the stated mass, barrier and temperature, and it still leaves a step in energy. The factor of 12.6 likewise belongs to the fixed choice \(s=0.5\) nm, not to every smoothed potential. A thermal smoothing length \(s=\hbar/\sqrt{12mkT}\), which grows as the mass falls, is 4.2 nm here and gives a classical fraction of 0.69, much closer to the quantum value but still below it.

## When the threshold is a fair midpoint

Hold \(V_0\), \(L\) and \(s\) fixed and vary the mass. Let \(r=E_c/V_0=0.6827\). Requiring \(T(E_c)=1/2\) means

\[
\sinh^2\!\left(b\sqrt{1-r}\right)=4r(1-r),
\]

so

\[
b_*=\frac{\operatorname{arsinh}\left[2\sqrt{r(1-r)}\right]}{\sqrt{1-r}}=1.476,
\qquad
\frac{m_*}{m_0}=\frac{(1.476)^2(0.0381)}{0.10}=0.83 .
\]

Even at this mass, \(T\) takes from 0.011 to 0.208 eV to rise from 0.1 to 0.9. The quantum thermal flux is 0.203, still 2.8 times the classical 0.071. Agreement at the midpoint does not give agreement in the flux, because 93% of the incident flux lies below \(E_c\), where the step transmits nothing and the quantum barrier transmits part.

For heavier particles \(T(E_c)\) falls below one half. When \(b\sqrt{1-r}\gg1\), \(\sinh^2z\approx e^{2z}/4\), and

\[
T(E_c)\approx16r(1-r)e^{-2b\sqrt{1-r}} .
\]

This tends to zero, while the smoothed classical barrier still opens at \(E_c\). A fixed smoothing length can therefore be too restrictive for light carriers just below \(E_c\) and too permissive for heavy ones just above it.

## How far the example represents InSb

The mass and the 0.17 eV gap are rough InSb values; the barrier is chosen. The band is not parabolic at 0.068 eV. As an estimate, let the mass grow in proportion to the energy above the valence edge, with \(\psi\) and \(\psi'/m\) continuous. At \(E_c\) the lead mass becomes 0.020 \(m_0\), and \(T\) is 0.990 if both band edges shift together in the barrier, or 0.981 if the valence edge stays flat. Nearly full transmission at \(E_c\) therefore survives this correction, which is applied here only to motion along \(x\) at that energy and not to the thermal flux.

Degeneracy also changes the flux. Let \(w\) be the transverse energy and \(E_F\) the Fermi level. In a parabolic band the transverse states have a constant density in \(w\), so the weight \(e^{-E/kT}\) is replaced by

\[
\int_0^\infty\frac{dw}{1+e^{(E+w-E_F)/kT}}=kT\ln\!\left[1+e^{(E_F-E)/kT}\right],
\]

and each fraction is divided by the integral of this weight over \(E\). With the Fermi level 0.05 eV above the band edge (about \(1.1\times10^{17}\) cm\(^{-3}\) for the parabolic band, about twice that with the two-band dispersion above), the smoothed classical and quantum fractions become 0.131 and 0.924, a ratio of about 7. These are fractions of the one-way incident flux. The net current at small bias is weighted instead by the derivative of this weight with respect to \(E_F\), the Fermi function \(1/[1+e^{(E-E_F)/kT}]\), which gives 0.194 and 0.940, a ratio of about 5; the two weights agree only for a nondegenerate lead. Because the gap is small and the holes are heavy, the Fermi level of undoped InSb at 300 K already lies within about \(kT\) of the conduction edge, so the nondegenerate factor of 12.6 is a limit rather than a value for undoped or n-type material. The layer itself is a further assumption: 1 nm is about 1.5 lattice constants, so a sharp barrier with a bulk effective mass is an idealization. That error is not estimated here, nor are those from applied bias, scattering and charge redistribution. The numerical output below lists the parameters and most of the computed values.

## Numbers as computed

```
Barrier width L = 1.00 nm
Gaussian standard deviation s = 0.50 nm
Barrier height V0 = 0.100 eV
Effective mass (rough InSb) = 0.014 m0
Temperature = 300 K; kT = 0.02585 eV
hbar^2/(2 m0) = 0.038100 eV nm^2
Smoothed peak / V0 = 0.682689
Smoothed peak = classical threshold = 0.068269 eV
Peak reduction = 0.031731 eV
Peak reduction = 31.731 percent
Area under smoothed barrier = 0.100000 eV nm
Barrier strength b = 0.19169
Electron wavelength at threshold = 39.67 nm
Quantum T at classical threshold = 0.98667
Quantum T at E = V0: 0.99090
Energy for T = 0.1: 0.000103 eV
Energy for T = 0.5: 0.000930 eV
Energy for T = 0.9: 0.008361 eV
Weak-barrier energy E_d = 0.000919 eV
Quantum T of smoothed barrier, same E = 0.98685
Its numerical convergence shift = 1.0e-13
Mass scan: mass (m0), T at threshold, E for T=0.5 (eV)
  0.0140  0.9867  0.00093
  0.1000  0.9101  0.00711
  0.3000  0.7615  0.02394
  0.8304  0.5000  0.06827
  1.0000  0.4426  0.07876
Matching strength b* = 1.47634
Matching mass = 0.8304 m0
Matched mass: E for T = 0.1: 0.01113 eV
Matched mass: E for T = 0.9: 0.20802 eV
Thermal flux, original classical = 0.02090
Thermal flux, smoothed classical = 0.07131
Thermal flux, quantum = 0.89630
Thermal flux, weak-barrier formula = 0.89708
Quantum / smoothed classical flux = 12.57
Matched mass: quantum thermal flux = 0.20263
Matched mass: flux ratio = 2.84
Peak needed for quantum flux = 0.002830 eV
Smoothing length needed = 14.09 nm
Gap used for nonparabolicity (rough) = 0.17 eV
Two-band lead mass at threshold = 0.01962 m0
Two-band barrier mass, rigid shift = 0.01139 m0
Two-band T, both edges shifted = 0.99046
Two-band T, flat valence edge = 0.98139
Fermi level for degeneracy test = 0.050 eV
Parabolic electron density = 1.134e+17 cm^-3
Degenerate flux, smoothed classical = 0.13122
Degenerate flux, quantum = 0.92395
Lattice constant (rough) = 0.65 nm
Barrier width / lattice constant = 1.54
```
